\section*{Gauge covariance of nonlocal potentials, the velocity operator and Fock exchange, part 2}

Moving the origin of the vector potential has no physical effect, yet it changes the proton shielding computed for NH$_3$ by restricted Hartree--Fock, and far more if exchange is frozen at its zero-field form than if it follows the field. The question is why.

Atomic units are used, the electron has charge $-1$, $\mathbf p=-i\nabla$, $\boldsymbol\pi=\mathbf p+\mathbf A$, and $V_{\rm loc}$ is multiplicative. For uniform $\mathbf B$, $\mathbf A_{\mathbf O}=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$. Under $\mathbf A\to\mathbf A+\nabla\chi$, $\psi\to e^{-i\chi}\psi$, a nonlocal kernel must obey
\begin{equation}
V_{\mathbf A+\nabla\chi}(\mathbf r,\mathbf r')=e^{-i\chi(\mathbf r)}\,V_{\mathbf A}(\mathbf r,\mathbf r')\,e^{i\chi(\mathbf r')} .
\label{eq:cov}
\end{equation}
The general solution is $V_{\mathbf A}=e^{-i\Phi_{\mathbf A}}W_{\mathbf B}$, where $\Phi_{\mathbf A}=\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l$ and $W_{\mathbf B}$ depends on the field alone; covariance leaves the path and $W_{\mathbf B}$ open. The straight path gives $\Phi^{\rm st}=\tfrac12\mathbf B\cdot[(\mathbf r'-\mathbf O)\times(\mathbf r-\mathbf O)]$, the two-leg path through $\mathbf R$ gives $\Phi^{\rm 2l}=\tfrac12\mathbf B\cdot[(\mathbf R-\mathbf O)\times(\mathbf r-\mathbf r')]$.

With $[\pi_\nu,r_\mu]=-i\delta_{\mu\nu}$,
\begin{equation}
[\tfrac12\boldsymbol\pi^2,r_\mu]=\tfrac12\sum_\nu\big(\pi_\nu[\pi_\nu,r_\mu]+[\pi_\nu,r_\mu]\pi_\nu\big)=-i\pi_\mu ,
\label{eq:kin}
\end{equation}
and the velocity, part (b) of the theorem, is $\mathbf v=\mathbf p+\mathbf A+i[V_{\mathbf A},\mathbf r]$. For a nondegenerate eigenstate $|0\rangle$, with $\Delta_n=E_n-E_0$,
\begin{equation}
S_v\equiv 2\sum_{n\neq0}\frac{|\langle n|v_x|0\rangle|^2}{\Delta_n}=1-\langle0|[x,[x,V_{\mathbf A}]]|0\rangle .
\label{eq:fsum}
\end{equation}
$S_p$ has $p_x$ for $v_x$.

Part (c), still to be proved, states that, for a local pair interaction and a complete basis, Hartree--Fock solutions for $\mathbf A$ and $\mathbf A+\nabla\chi$ pair up with equal energy and exchange kernels related by \eqref{eq:cov}; under assumption (A5), stated below, the response of the exchange kernel $K$ to a uniform potential is $i[K,\mathbf r]$.

The two-dimensional model has $V_{\rm loc}=\tfrac12(\omega_x^2x^2+\omega_y^2y^2)$, $\omega_x=1.0$, $\omega_y=1.5\,E_h$, on a $19\times19$ sinc grid of spacing 0.55 bohr, with $\mathbf O'=(0,2)$ bohr. Its one-electron runs, listed in the final table, added a projector $V=D|\beta\rangle\langle\beta|$, with $\beta$ a normalized Gaussian of width $s$ at $\mathbf R$, and also used the Landau gauge $\mathbf A=(-By,0)$.

\subsection{Covariance of the Hartree--Fock equations}

Let $h_{\mathbf A}=\tfrac12\boldsymbol\pi^2+V_{\rm loc}$, and let $w=w(|\mathbf r-\mathbf r'|)\ge0$ be the pair interaction. There are $n$ occupied orthonormal spatial orbitals $\phi_i$, each holding $n_s$ electrons ($n_s=2$ closed shell, $n_s=1$ fully spin-polarized), $N=n_sn$. With the one-spin density matrix $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ and $\rho(\mathbf r)=n_s\gamma(\mathbf r,\mathbf r)$,
\begin{align}
F&=h_{\mathbf A}+J+K,\quad J(\mathbf r)=\int w\,\rho(\mathbf r')\,d\mathbf r',\quad K(\mathbf r,\mathbf r')=-\gamma(\mathbf r,\mathbf r')\,w,\\
E&=n_s{\rm Tr}(h_{\mathbf A}\gamma)+\tfrac12\iint w\,\rho\rho'-\tfrac12 n_s\iint w\,|\gamma(\mathbf r,\mathbf r')|^2 ,
\end{align}
and self-consistency is $[F,\gamma]=0$, $\gamma^2=\gamma$.

\paragraph{Lemma 6.} If $\gamma$ is self-consistent for $\mathbf A$, then $\gamma'=e^{-i\chi(\mathbf r)}\gamma\,e^{i\chi(\mathbf r')}$ is self-consistent for $\mathbf A+\nabla\chi$ with the same energy, and $K$ obeys \eqref{eq:cov}.

\paragraph{Proof.} As an operator $\gamma'=e^{-i\chi}\gamma e^{i\chi}$, a projector of the same rank. On the diagonal the phases cancel, so $\rho$ and $J$ are unchanged. $K$ is the pointwise product of $\gamma$ with a fixed function, so $K[\gamma']=e^{-i\chi(\mathbf r)}K[\gamma]e^{i\chi(\mathbf r')}$. Every term of $F$ then transforms alike, $F'=e^{-i\chi}Fe^{i\chi}$, and $[F',\gamma']=e^{-i\chi}[F,\gamma]e^{i\chi}=0$. In $E$ the trace is invariant under the common unitary transformation, and $\rho$ and $|\gamma|^2$ are unchanged. $\square$

The phase has a plain source: $K$ contains $\phi_i(\mathbf r)\phi_i^*(\mathbf r')$, and the occupied orbitals carry $e^{-i\chi}$ as any wave function does. The proof needs $e^{-i\chi}\phi_i$ to lie in the variational space. In a finite basis of field-independent functions it does not in general, and the lemma then holds approximately.

\subsection{Linear response}

Assume (A5): at $\mathbf A=0$ the orbitals are real and the solution is a local minimum of $E$ whose second variation is positive definite for real and imaginary orbital variations. Indices $i,j$ label occupied and $b,c$ virtual canonical orbitals, $\Delta_{bi}=\varepsilon_b-\varepsilon_i>0$, and $(bc|ij)=\iint\phi_b\phi_c(\mathbf r)\,w\,\phi_i\phi_j(\mathbf r')$. Take a perturbation $t\,h^{(1)}$, $h^{(1)}=-i\hat g$ with $\hat g$ real and antisymmetric. Complex conjugation reverses $t$, so the first-order change of $\gamma$ is imaginary. Write $\phi_i\to\phi_i+it\sum_bU_{bi}\phi_b$ with real $U$; then
\begin{equation}
\gamma^{(1)}=i\,\eta[U],\qquad \eta[U]=\sum_{bi}U_{bi}\big[\phi_b(\mathbf r)\phi_i(\mathbf r')-\phi_i(\mathbf r)\phi_b(\mathbf r')\big].
\end{equation}
This vanishes at $\mathbf r=\mathbf r'$, so $J^{(1)}=0$ and exchange is the one term of the mean field that responds. The $bi$ element of the first-order part of $[F,\gamma]=0$ is $\Delta_{bi}\gamma^{(1)}_{bi}+F^{(1)}_{bi}=0$, since $\gamma$ has eigenvalue 1 on $i$ and 0 on $b$. Here $\gamma^{(1)}_{bi}=iU_{bi}$, $h^{(1)}_{bi}=-ig_{bi}$, and inserting $\eta$ into $-\iint\phi_b(\mathbf r)\gamma^{(1)}w\,\phi_i(\mathbf r')$ gives $K^{(1)}_{bi}=-i\sum_{cj}U_{cj}[(bc|ij)-(bj|ci)]$. Dividing by $i$,
\begin{equation}
MU=g,\quad M=\Delta-Y,\quad Y_{bi,cj}=(bc|ij)-(bj|ci),
\label{eq:cphf}
\end{equation}
with $\Delta$ the diagonal matrix of the $\Delta_{bi}$. These are the coupled Hartree--Fock equations; frozen (uncoupled) exchange sets $Y=0$.

Because $E$ is stationary in the orbitals, $\partial E/\partial t_2=n_s{\rm Tr}(\gamma\,\partial h/\partial t_2)$, also in a fixed finite basis. Differentiating with respect to $t_1$ needs ${\rm Tr}(\gamma^{(1)}h^{(2)})=\sum_{bi}[(iU^{(1)}_{bi})(ig^{(2)}_{bi})+(-iU^{(1)}_{bi})(-ig^{(2)}_{bi})]=-2U^{(1)}\!\cdot g^{(2)}$, where superscripts label the two perturbations, $\gamma^{(1)}_{ib}=-iU^{(1)}_{bi}$ and $h^{(2)}_{ib}=-ig^{(2)}_{ib}=+ig^{(2)}_{bi}$. Thus
\begin{equation}
\frac{\partial^2E}{\partial t_1\partial t_2}=n_s{\rm Tr}\Big(\gamma\frac{\partial^2h}{\partial t_1\partial t_2}\Big)-2n_s\,g^{(2)}\!\cdot M^{-1}g^{(1)} .
\label{eq:E2}
\end{equation}
Parametrizing the imaginary orbital variation by $U$, the gradient of $E$ is proportional to $MU-tg$, so $M$ is proportional to the Hessian and is positive definite by (A5).

\paragraph{Lemma 7.} For a uniform potential $a\hat{\mathbf x}$, with $g_{bi}=\langle b|\partial_x|i\rangle$, in a complete basis: (i) $K^{(1)}=i[K,x]$; (ii) $M^{-1}g=-x$, where $x_{bi}=\langle b|x|i\rangle$; (iii) $S\equiv2n_s\,g\cdot M^{-1}g=N$; (iv) $S_{\rm len}\equiv2n_s\,x\cdot\Delta x=N-n_s{\rm Tr}(\gamma[x,[x,K]])$. In any basis, (v) $S_{\rm unc}\equiv2n_s\,g\cdot\Delta^{-1}g\le S$.

\paragraph{Proof.} By Lemma 6 with $\chi=ax$, $e^{-ia(x-x')}\gamma$ is a solution, and by the invertibility of $M$ its first-order part is the only one: $\gamma^{(1)}=-i(x-x')\gamma=-i[x,\gamma]$. (i) $K^{(1)}=-w\gamma^{(1)}=-i(x-x')K=iK\,(x'-x)$, the kernel of $i[K,x]$. (ii) $[x,\gamma]_{bi}=x_{bi}$, so $iU_{bi}=-ix_{bi}$. (iii) By the trace formula above, $-S=n_s{\rm Tr}(\gamma^{(1)}p_x)=-in_s{\rm Tr}(\gamma[p_x,x])=-in_s(-i)n=-N$, using ${\rm Tr}([x,\gamma]p_x)={\rm Tr}(\gamma p_xx-\gamma xp_x)$. Since $\partial^2h/\partial a^2=1$, \eqref{eq:E2} reads $E''=N-S=0$. For the rest, squaring $\eta[u]$ gives four terms, two equal to $(bc|ij)$ and two to $-(bj|ci)$:
\begin{equation}
\iint w\,\eta[u]^2=2\,u\cdot Yu\ \ge 0 .
\label{eq:Y}
\end{equation}
(iv) From (ii), $\Delta x=-g+Yx$, so $S_{\rm len}=S+2n_s\,x\cdot Yx$. Also $\eta[x]=(x-x')\gamma$, so $2x\cdot Yx=\iint w(x-x')^2\gamma^2=-{\rm Tr}(\gamma[x,[x,K]])$. (v) For positive definite $M$, completing the square shows $g\cdot M^{-1}g\ge2g\cdot u-u\cdot Mu$ for every $u$. The choice $u=\Delta^{-1}g$ gives $g\cdot M^{-1}g\ge g\cdot\Delta^{-1}g+u\cdot Yu\ge g\cdot\Delta^{-1}g$. $\square$

Lemmas 6 and 7(i) prove part (c). In a complete basis the first-order Fock operator is $p_x+i[K,x]=i[F,x]$, the velocity of part (b) with $V=K$, with elements $i\Delta_{bi}x_{bi}$. Frozen exchange keeps $p_x$ alone and leaves the curvature $N-S_{\rm unc}\ge0$.

\paragraph{Remark 4.} Results (iii) and (iv) are two consistent accounts. If $K$ is treated as an external kernel with its phase, the sum built on $i[F,x]$, which is $S_v=S_{\rm len}$, balances the diamagnetic term $N-n_s{\rm Tr}(\gamma[x,[x,K]])$, as in \eqref{eq:fsum}. In the total energy the diamagnetic term is $N$ and the paramagnetic sum pairs the coupled response with $p_x$.

\subsection{The current and the path}

\paragraph{Lemma 8.} Let $\mathbf j_i={\rm Re}(\phi_i^*\boldsymbol\pi\phi_i)$ for canonical orbitals in a field and let $f$ be real and multiplicative. In a complete basis $\int\nabla f\cdot\mathbf j_i=-\langle i|i[K,f]|i\rangle$ and $\sum_i\int\nabla f\cdot\mathbf j_i=0$.

\paragraph{Proof.} With $[\boldsymbol\pi,f]=-i\nabla f$, the step used in \eqref{eq:kin} gives $i[\tfrac12\boldsymbol\pi^2,f]=\tfrac12(\boldsymbol\pi\cdot\nabla f+\nabla f\cdot\boldsymbol\pi)$, whose mean in $\phi_i$ is $\int\nabla f\cdot\mathbf j_i$. For an eigenfunction of $F$, $\langle i|[F,f]|i\rangle=0$, and $V_{\rm loc}$ and $J$ commute with $f$; this is the first claim. Summing, ${\rm Tr}(\gamma\,i[K,f])=-i\iint|\gamma(\mathbf r,\mathbf r')|^2w\,[f(\mathbf r')-f(\mathbf r)]$, and the integrand changes sign when $\mathbf r$ and $\mathbf r'$ are exchanged, so the integral is zero. $\square$

Since $f$ is arbitrary, the total of the $\mathbf j_i$ has no divergence, while a single $\mathbf j_i$ may have one. Stationarity gives $\delta E=n_s{\rm Tr}(\gamma\,\delta h)=n_s\sum_i\int\mathbf j_i\cdot\delta\mathbf A$, so the current that couples to a nuclear moment is built from $\mathbf p+\mathbf A$ with no exchange term. The nonlocal velocity acts through the orbitals.

\paragraph{Lemma 9.} Let $\gamma$ at zero field commute with $L=\hat{\mathbf B}\cdot[(\mathbf r-\mathbf R)\times\mathbf p]$. Then, to first order in $B$ and for any origin, $\gamma_{\mathbf B}=\gamma\,e^{-i\Phi^{\rm 2l}}$ with the path through $\mathbf R$, and likewise for $K$.

\paragraph{Proof.} For $\mathbf O=\mathbf R$ the perturbation is $\tfrac12BL$, and $L_{bi}=[L,\gamma]_{bi}=0$, so $g=0$ and $U=0$ by \eqref{eq:cphf}. For another origin, $\mathbf A_{\mathbf O}=\mathbf A_{\mathbf R}+\nabla\chi$ with $\chi=\tfrac12[\mathbf B\times(\mathbf R-\mathbf O)]\cdot\mathbf r$, and $\chi(\mathbf r)-\chi(\mathbf r')=\tfrac12\mathbf B\cdot[(\mathbf R-\mathbf O)\times(\mathbf r-\mathbf r')]=\Phi^{\rm 2l}$. Lemma 6 supplies the factor. $\square$

Self-consistency thus settles what covariance left open, and for a closed-shell atom it selects the path through the nucleus at this order. Without the symmetry $g\neq0$ in general, and the kernel is a path phase times a $W_{\mathbf B}$ with a first-order part that has to be computed.

\subsection{Hartree--Fock in the model}

The grid and trap of the first half were used without the projector, with $n_s=1$ and $w=(|\mathbf r-\mathbf r'|^2+1)^{-1/2}$. For $N=2$, $B=0.5$ au, independent self-consistent solutions at $\mathbf O=0$ and $\mathbf O'$ both give 3.988156 $E_h$ on this grid; the last digit of this energy and of the Hartree--Fock sums below depends on the discretization (the energy by about $4\times10^{-6}\,E_h$, the sums by up to $2\times10^{-5}$). The largest difference of the density matrices, relative to the largest element, is 0.332 as they stand and $2.0\times10^{-6}$ after the factor of Lemma 6. With $f=xy$ the two orbitals give $-0.005369$ and $+0.005369$ au, each tested against $-\langle i[K,f]\rangle$, and the sum is $2.8\times10^{-9}$ au. At zero field $dK/da$ from a finite difference agrees with $i[K,x]$ to $1.0\times10^{-4}$ of its largest element. The coupled curvature is $2.3\times10^{-9}$ au; the frozen one, taken from the sum of occupied eigenvalues with $J+K$ fixed, is 0.61411 au against $N-S_{\rm unc}=2-1.38588=0.61412$. Both sides of (iv) are 2.88836. For three electrons in an isotropic trap ($\omega=1.2\,E_h$, $B=0.02$ au, $\mathbf O=(0,1)$ bohr, $\mathbf R=0$), ${\rm Im}\,\gamma$ deviates from the two-leg prediction by $4.6\times10^{-5}$ and from the straight-line one by 0.734, relative to the largest $|{\rm Im}\,\gamma|$.

\subsection{The shielding}

A point moment $\mathbf m$ at $\mathbf R_K$ has $\mathbf A_m=\alpha^2\,\mathbf m\times\mathbf r_K/r_K^3$, $\mathbf r_K=\mathbf r-\mathbf R_K$, where $\mu_0/4\pi=1/c^2=\alpha^2$. The moment's energy is $-\mathbf m\cdot(1-\sigma)\mathbf B$ up to the order of indices, so the electronic energy gives $\sigma_{\mu\nu}=\partial^2E/\partial B_\mu\partial m_\nu$. With $\mathbf r_O=\mathbf r-\mathbf O$, expanding $\tfrac12(\mathbf p+\mathbf A_{\mathbf O}+\mathbf A_m)^2$, both potentials being divergence-free, gives $-i\mathbf B\cdot\hat{\mathbf g}^B$ with $\hat{\mathbf g}^B=\tfrac12\mathbf r_O\times\nabla$, then $-i\alpha^2\mathbf m\cdot\hat{\mathbf G}$ with $\hat{\mathbf G}=\mathbf r_K\times\nabla/r_K^3$, and the bilinear term
\begin{equation}
\mathbf A_{\mathbf O}\cdot\mathbf A_m=\frac{\alpha^2}{2r_K^3}\big[(\mathbf B\cdot\mathbf m)(\mathbf r_O\cdot\mathbf r_K)-(\mathbf B\cdot\mathbf r_K)(\mathbf r_O\cdot\mathbf m)\big].
\end{equation}
The trace of the mixed derivative of the bracket is $(3-1)\,\mathbf r_O\cdot\mathbf r_K$. One third of the trace of \eqref{eq:E2}, with $\langle\cdot\rangle=n_s{\rm Tr}(\gamma\,\cdot)$, is
\begin{equation}
\sigma_{\rm iso}=\frac{\alpha^2}{3}\Big\langle\frac{\mathbf r_O\cdot\mathbf r_K}{r_K^3}\Big\rangle-\frac{2n_s\alpha^2}{3}\sum_\mu G_\mu\cdot M^{-1}g^B_\mu .
\label{eq:sigma}
\end{equation}

\paragraph{Corollary.} In a complete basis \eqref{eq:sigma} does not depend on $\mathbf O$.

\paragraph{Proof.} Let $\mathbf O\to\mathbf O+\mathbf d$, so $\mathbf r_O\to\mathbf r_O-\mathbf d$, and sum over repeated Cartesian indices. The first term changes by $-(\alpha^2/3)\,\mathbf d\cdot\langle\mathbf r_K/r_K^3\rangle$. Next, $\delta g^B_\mu=-\tfrac12\epsilon_{\mu\nu\lambda}d_\nu g_\lambda$ with $(g_\lambda)_{bi}=\langle b|\partial_\lambda|i\rangle$. With $U_\lambda=M^{-1}g_\lambda$ the second term changes by
\begin{equation}
\delta\sigma_{\rm para}=\frac{n_s\alpha^2}{3}\,\epsilon_{\mu\nu\lambda}\,d_\nu\;G_\mu\cdot U_\lambda .
\label{eq:dpara}
\end{equation}
Lemma 7(ii) sets $(U_\lambda)_{bi}=-\langle b|r_\lambda|i\rangle\equiv-(r_\lambda)_{bi}$. Insert a complete set into ${\rm Tr}(\gamma[\hat G_\mu,r_\lambda])$. The occupied--occupied terms vanish, being sums of an antisymmetric matrix times a symmetric one, and the virtual terms are $\sum_{bi}(G_{ib}r_{bi}-r_{ib}G_{bi})=-2G_\mu\cdot r_\lambda$. The commutator is $[\hat G_\mu,r_\lambda]=\epsilon_{\mu\kappa\lambda}r_{K\kappa}/r_K^3$, because $[\partial_\tau,r_\lambda]=\delta_{\tau\lambda}$. Hence $n_sG_\mu\cdot U_\lambda=\tfrac12\epsilon_{\mu\kappa\lambda}\langle r_{K\kappa}/r_K^3\rangle$. With $\epsilon_{\mu\nu\lambda}\epsilon_{\mu\kappa\lambda}=2\delta_{\nu\kappa}$, \eqref{eq:dpara} equals $+(\alpha^2/3)\,\mathbf d\cdot\langle\mathbf r_K/r_K^3\rangle$, which cancels the first change. $\square$

The cancellation is no longer guaranteed if $U_\lambda\neq-r_\lambda$ or if the inserted set is incomplete, though symmetry can still enforce it for particular directions of $\mathbf d$. Frozen exchange puts $\Delta^{-1}g_\lambda$ in place of $U_\lambda$ and leaves, in a complete basis, the residue $(n_s\alpha^2/3)\epsilon_{\mu\nu\lambda}d_\nu\,G_\mu\cdot(\Delta^{-1}g_\lambda+r_\lambda)$, where $\Delta^{-1}g_\lambda+r_\lambda=\Delta^{-1}Yr_\lambda$ is $-i$ times the matrix element of the missing exchange velocity $i[K,r_\lambda]$, divided by the orbital energy gap.

\subsection{Ammonia}

The level of theory is nonrelativistic restricted Hartree--Fock with a common gauge origin, at a rounded near-equilibrium geometry, $r_{\rm NH}=1.91$ bohr and an HNH angle of $107^\circ$. Correlation, nuclear motion, relativity and environment are left out. The larger basis is aug-cc-pVDZ uncontracted, with added primitives on N ($p$, exponent 60.0; $d$, 3.0) and on H ($p$, 3.0 bohr$^{-2}$): 85 functions, $E=-56.213667\,E_h$.

The prefactor is $\alpha^2/3=5.325135\times10^{-5}/3=17.75$ ppm. With the origin on the proton the first term is 95.49 ppm, so $\langle1/r_K\rangle=95.49/17.75=5.38$ bohr$^{-1}$. With the origin on nitrogen it is 24.49 ppm, and the shift to be cancelled is $95.49-24.49=71.00$ ppm. The coupled paramagnetic term goes from 6.66 to $-62.84$ ppm, a change of $-69.50$ ppm, which cancels 98\% of it and leaves 1.50 ppm: the shielding moves from 31.15 to 32.65 ppm. The frozen term goes from 4.79 to $-46.64$ ppm, a change of $-51.43$ ppm, which cancels 72\% and leaves 19.57 ppm: the shielding moves from 29.28 to 48.86 ppm.

The sums, averaged over three directions, are $S=9.886$, $S_{\rm unc}=6.901$ and $S_{\rm len}=14.851$ for $N=10$, in the order $S_{\rm unc}<S<S_{\rm len}$. That $S_{\rm unc}$ cannot exceed $S$ is (v), which holds in any basis; that $S$ cannot exceed $S_{\rm len}$ follows from (iii) and (iv) in a complete basis, and is found here in a finite one. The sums belong to this basis and are not shown to be converged: in cc-pVDZ $S_{\rm unc}=4.726$ and $S_{\rm len}=13.457$. The norm of $U+x$ over all pairs and directions, relative to the norm of $x$, is 0.034 coupled and 0.397 frozen, which tests Lemma 7(ii) in this basis.

In cc-pVDZ (29 functions, $E=-56.195617\,E_h$) the coupled origin change is 21.41 ppm, the frozen one 35.41 ppm, $S=6.821$ and the coupled deviation of $U$ is 0.208. The coupled calculation in the small basis thus depends on the origin more than the frozen one in the larger basis, so the size of an origin dependence does not by itself tell a missing phase from a basis that cannot represent $\mathbf r\phi_i$. By the Corollary the coupled residue is a basis error, and its fall from 21.41 to 1.50 ppm agrees with that. The frozen 19.57 ppm still contains basis error too, and two bases do not determine its limit. The residue given after the Corollary equals the frozen origin change only in a complete basis; in the larger basis its forms with $\Delta^{-1}g_\lambda+r_\lambda$ and with $\Delta^{-1}Yr_\lambda$ give 18.5 and 18.2 ppm, so three numbers that share one limit spread over 1.3 ppm. The two coupled shieldings share one complete-basis limit and differ by 1.50 ppm, so at least one of them lies 0.75 ppm or more from that limit; the spread does not say which one, and it sets no upper bound on the error of either.

\section*{Table of computed values}
\begin{verbatim}
grid 19x19, h=0.55 bohr; wx=1.0, wy=1.5 Eh; D=-0.5 Eh, s=0.8 bohr
R=(0.5, 0.3) bohr, O'=(0.0, 2.0) bohr, B=0.5 au = 1.1753e+05 T, shift a=0.5 au
E0 none     O=0, O', Landau: 0.855221 0.883417 0.857328 Eh
E0 straight O=0, O', Landau: 0.858570 0.858570 0.858570 Eh
E0 twoleg   O=0, O', Landau: 0.855927 0.855927 0.855927 Eh
no phase, E(O')-E(0) = 0.028196 Eh
straight minus two-leg = 0.002643 Eh
packet at (0.3,-0.2) bohr, kx=0.8 au: d<x>/dt=1.036679 au
  <px+Ax>=0.850000 au, <i[V,x]>=0.186679 au
B=0: E0=0.830438 Eh, S_v=1.336214, 1-<[x,[x,V]]>=1.336214
  S_p=0.754120, E''(a) without phase=0.24588 au, 1-S_p=0.24588
HF N=2, B=0.5 au: E(O=0)=3.988156, E(O')=3.988156 Eh
  gamma mismatch: with phase 2.0e-06, without 0.332 (relative)
  int grad(xy).j per orbital -0.005369, 0.005369; sum 2.8e-09 au
HF B=0: E=4.008738 Eh; dK/da vs i[K,x] relative error 1.0e-04
  E''(a): coupled 2.3e-09, frozen K 0.61411 au; S_unc=1.38588
  S_v=2.88836, N-<[x,[x,K]]>=2.88836
isotropic w=1.2 Eh, N=3, B=0.02 au, O=(0.0, 1.0) bohr, Im gamma deviation:
  two-leg 4.6e-05, straight 0.734 (relative)
NH3: r(NH)=1.91 bohr, HNH=107.0 deg, alpha^2=5.325135e-05
extra shells (l, exponent/bohr^-2): N [(1, 60.0), (2, 3.0)], H [(1, 3.0)]
cc-pVDZ: 29 AOs, E(RHF)=-56.195617 Eh
  O at N: dia 24.99, para cpl 5.87, para frozen 4.16 ppm
    sigma(H) coupled 30.86, frozen 29.14 ppm
  O at H: dia 95.52, para cpl -43.24, para frozen -30.96 ppm
    sigma(H) coupled 52.27, frozen 64.55 ppm
  origin change N->H: coupled 21.41, frozen 35.41 ppm
  S coupled 6.821, frozen 4.726, length 13.457 (N=10)
  |U+x|/|x|: coupled 0.208, frozen 0.443
unc aug-cc-pVDZ+tight: 85 AOs, E(RHF)=-56.213667 Eh
  O at N: dia 24.49, para cpl 6.66, para frozen 4.79 ppm
    sigma(H) coupled 31.15, frozen 29.28 ppm
  O at H: dia 95.49, para cpl -62.84, para frozen -46.64 ppm
    sigma(H) coupled 32.65, frozen 48.86 ppm
  origin change N->H: coupled 1.50, frozen 19.57 ppm
  S coupled 9.886, frozen 6.901, length 14.851 (N=10)
  |U+x|/|x|: coupled 0.034, frozen 0.397
\end{verbatim}
